# The binomial distribution of nitrogen neighbours in random stoichiometric silicon oxynitride: a numerical check

```python
"""
Result under test: in stoichiometric, randomly bonded SiOxNy the number k of
nitrogen neighbours of a silicon atom is binomial over four bonds,
    P(k) = C(4,k) p^k (1-p)^(4-k),   p = 3y/(2x+3y),   2x+3y = 4,
in the limit of a large network.
Symbols: x, y = O and N atoms per Si; M = number of Si atoms; slot = one of the
4M bonds of silicon; p = share of slots that hold a bond to nitrogen;
w = energy cost of each unlike (one O, one N) pair of bonds on one Si.
Silicon has 4 bonds, oxygen 2, nitrogen 3; there are no other bonds.
"""
from fractions import Fraction
from itertools import combinations, permutations
from math import comb
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

K = np.arange(5)
WAYS = np.array([comb(4, k) for k in range(5)], dtype=float)


def binomial(p):
    return WAYS * p**K * (1 - p)**(4 - K)


def finite_law(n_si, n_bonds_n):
    """Exact law of k when n_bonds_n labels fall at random on 4*n_si slots."""
    total = comb(4 * n_si, n_bonds_n)
    return [Fraction(comb(4, k) * comb(4 * n_si - 4, n_bonds_n - k), total)
            if n_bonds_n >= k else Fraction(0) for k in range(5)]


def moments(prob):
    mean = float(np.dot(K, prob))
    return mean, float(np.dot((K - mean)**2, prob))


def random_network(n_si, n_o, n_n, rng):
    """Rows: the four atoms bonded to each Si. Labels below n_n are nitrogen."""
    ends = np.concatenate([np.repeat(np.arange(n_n), 3),
                           np.repeat(n_n + np.arange(n_o), 2)])
    assert len(ends) == 4 * n_si
    return rng.permutation(ends).reshape(n_si, 4)


def distinct_nitrogens(rows, n_n):
    s = np.sort(rows, axis=1)
    is_n = s < n_n
    new = s[:, 1:] != s[:, :-1]
    return is_n[:, 0].astype(int) + (is_n[:, 1:] & new).sum(axis=1)


def same_nitrogen_pairs(rows, n_n):
    return sum(int(np.sum((rows[:, a] == rows[:, b]) & (rows[:, a] < n_n)))
               for a, b in combinations(range(4), 2))


rng = np.random.default_rng(12345)

# Worked composition
x, y = 1.4, 0.4
assert abs(2 * x + 3 * y - 4) < 1e-12
p = 3 * y / (2 * x + 3 * y)
P = binomial(p)
mean_k, var_k = moments(P)
assert abs(mean_k - 3 * y) < 1e-12
assert abs(var_k - 4 * p * (1 - p)) < 1e-12

# Full enumeration: 2 Si, 2 N (atoms 0 and 1), 1 O (atom 2)
counts, pair_sum, n_perm = [0] * 5, 0, 0
for order in permutations([0, 0, 0, 1, 1, 1, 2, 2]):
    first = order[:4]
    a, b = first.count(0), first.count(1)
    counts[a + b] += 1
    pair_sum += a * (a - 1) // 2 + b * (b - 1) // 2
    n_perm += 1
enumerated = [Fraction(c, n_perm) for c in counts]
assert enumerated == finite_law(2, 6)
assert Fraction(pair_sum, n_perm) == 12 * Fraction(3, 4) / (4 * 2 - 1)

# Finite networks approach the binomial with an error of order 1/M
sizes, errors = [10, 100, 1000], []
for m in sizes:
    law = np.array([float(q) for q in finite_law(m, 12 * m // 10)])
    errors.append(float(np.max(np.abs(law - P))))
    v = moments(law)[1]
    assert abs(v - 4 * p * (1 - p) * (4 * m - 4) / (4 * m - 1)) < 1e-10
assert 8 < errors[0] / errors[1] < 12.5
assert 9.5 < errors[1] / errors[2] < 10.5

# Large random network built from atoms with their valences
M = 20000
rows = random_network(M, 28000, 8000, rng)
sim = np.bincount(distinct_nitrogens(rows, 8000), minlength=5) / M
assert np.all(np.abs(sim - P) < 5 * np.sqrt(P * (1 - P) / M) + 2 / M)

# Double links to one nitrogen, averaged over many small networks
m_small, trials = 50, 2000
double_sim = np.mean([same_nitrogen_pairs(random_network(m_small, 70, 20, rng), 20)
                      for _ in range(trials)])
double_law = m_small * 12 * p / (4 * m_small - 1)
assert abs(double_sim - double_law) < 0.12   # about five standard errors

# Ordered network, x = 1/2, y = 1: same bond counts, no randomness
m_ord = 60
n_links, o_links = np.zeros(m_ord, int), np.zeros(m_ord, int)
for j in range(m_ord):
    for step in range(3):
        n_links[(j + step) % m_ord] += 1
for j in range(m_ord // 2):
    o_links[2 * j] += 1
    o_links[2 * j + 1] += 1
assert np.all(n_links + o_links == 4)
ordered = np.bincount(n_links, minlength=5) / m_ord
p_ord = 3 * 1.0 / 4
random_ord = binomial(p_ord)
assert abs(moments(ordered)[0] - moments(random_ord)[0]) < 1e-12
assert ordered[3] - random_ord[3] > 0.5

# Mixture of pure oxide and pure nitride regions with the same mean
separated = np.array([1 - p, 0, 0, 0, p])
var_sep = moments(separated)[1]
assert abs(var_sep - 16 * p * (1 - p)) < 1e-12

# Bond preference at the anneal temperature
T = 1300.0
kT = const.k * T / const.e
w = 0.02


def preference_law(w_ev):
    weight = WAYS * np.exp(-w_ev * K * (4 - K) / kT)

    def law(log_z):
        q = weight * np.exp(log_z * K)
        return q / q.sum()
    root = brentq(lambda t: moments(law(t))[0] - 4 * p, -15, 15, xtol=1e-13)
    return law(root)


def fixed_composition_law(w_ev, m):
    """Exact partition sum with the total number of N bonds held fixed."""
    weight = WAYS * np.exp(-w_ev * K * (4 - K) / kT)
    weight = weight / weight.sum()
    rest = np.array([1.0])
    for _ in range(m - 1):
        rest = np.convolve(rest, weight)
    b = 12 * m // 10
    q = np.array([weight[k] * rest[b - k] for k in range(5)])
    return q / q.sum()


cluster, mixed = preference_law(w), preference_law(-w)
for w_test, law in ((w, cluster), (-w, mixed)):
    e200 = np.max(np.abs(fixed_composition_law(w_test, 200) - law))
    e400 = np.max(np.abs(fixed_composition_law(w_test, 400) - law))
    assert e400 < 0.004 and 1.8 < e200 / e400 < 2.2
assert np.max(np.abs(preference_law(0.0) - P)) < 1e-10

# Linear depth profile: p falls from 2p at the top to zero at the substrate
p_top = 2 * p
profile = np.array([quad(lambda s, k=k: binomial(p_top * (1 - s))[k], 0, 1)[0]
                    for k in range(5)])
var_p = p_top**2 / 12
mean_prof, var_prof = moments(profile)
assert abs(mean_prof - 4 * p) < 1e-10
assert abs(var_prof - (4 * p * (1 - p) + 12 * var_p)) < 1e-10

# Film numbers; thickness and density are rough typical values
thickness_nm, density = 2.0, 2.4
molar_mass = 28.085 + 15.999 * x + 14.007 * y
si_volume = density * const.N_A / molar_mass
si_area = si_volume * thickness_nm * 1e-7
a_cm = const.value('lattice parameter of silicon') * 100
monolayer = 2 / a_cm**2
h_share = 0.05
mean_h = 3 * y * (1 - h_share)
atom_ratio = y / (x + y)
wrong = binomial(atom_ratio)


def show(values):
    return ' '.join(f'{v:.4f}' for v in values)


print(f'O per Si, x = {x:.2f}; N per Si, y = {y:.2f}')
print(f'nitrogen content = {100 * y / (1 + x + y):.1f} at.%')
print(f'nitrogen-bond probability p = {p:.4f}')
print('Distributions below list P(0) P(1) P(2) P(3) P(4)')
print('binomial:', show(P))
print(f'random network of {M} Si:', show(sim))
print(f'mean k = {mean_k:.4f}, variance = {var_k:.4f}')
print(f'atom ratio y/(x+y) = {atom_ratio:.4f}')
print('binomial with atom ratio (wrong):', show(wrong))
print(f'mean k with atom ratio (wrong) = {4 * atom_ratio:.4f}')
print('two-Si network, 2 N and 1 O, enumerated:', *enumerated)
print(f'same-N slot pairs per Si there = {Fraction(pair_sum, n_perm)}')
for m, e in zip(sizes, errors):
    print(f'largest finite-size error, M = {m}: {e:.6f}')
print(f'same-N slot pairs in whole network, M = {m_small}:')
print(f'  simulated {double_sim:.3f}, formula {double_law:.3f}')
print('ordered network x=0.5 y=1:', show(ordered))
print('binomial for x=0.5 y=1:', show(random_ord))
print('oxide-nitride mixture, p as above:', show(separated))
print(f'variance of that mixture = {var_sep:.4f}')
print(f'anneal temperature = {T:.0f} K, k_B T = {kT:.4f} eV')
print(f'unlike pair costs w = +{w:.2f} eV:', show(cluster))
print(f'  variance = {moments(cluster)[1]:.4f}')
print(f'unlike pair gains, w = -{w:.2f} eV:', show(mixed))
print(f'  variance = {moments(mixed)[1]:.4f}')
print(f'linear profile, p from {p_top:.2f} to 0:', show(profile))
print(f'  variance of p = {var_p:.4f}, variance of k = {var_prof:.4f}')
print(f'film thickness = {thickness_nm:.1f} nm, density = {density:.1f} g/cm3')
print(f'molar mass per Si = {molar_mass:.3f} g/mol')
print(f'Si density = {si_volume:.3e} cm^-3')
print(f'Si areal density of film = {si_area:.3e} cm^-2')
print(f'N areal density of film = {y * si_area:.3e} cm^-2')
print(f'Si(100) monolayer = {monolayer:.3e} cm^-2')
print(f'monolayer / film Si = {100 * monolayer / si_area:.1f} %')
print(f'share of N bonds ending on H = {100 * h_share:.0f} %')
print(f'mean k with that hydrogen = {mean_h:.4f}')
print('verified')
```

Running it gives:

```
O per Si, x = 1.40; N per Si, y = 0.40
nitrogen content = 14.3 at.%
nitrogen-bond probability p = 0.3000
Distributions below list P(0) P(1) P(2) P(3) P(4)
binomial: 0.2401 0.4116 0.2646 0.0756 0.0081
random network of 20000 Si: 0.2429 0.4069 0.2660 0.0761 0.0083
mean k = 1.2000, variance = 0.8400
atom ratio y/(x+y) = 0.2222
binomial with atom ratio (wrong): 0.3660 0.4182 0.1792 0.0341 0.0024
mean k with atom ratio (wrong) = 0.8889
two-Si network, 2 N and 1 O, enumerated: 0 0 3/14 4/7 3/14
same-N slot pairs per Si there = 9/7
largest finite-size error, M = 10: 0.018556
largest finite-size error, M = 100: 0.001773
largest finite-size error, M = 1000: 0.000176
same-N slot pairs in whole network, M = 50:
  simulated 0.890, formula 0.905
ordered network x=0.5 y=1: 0.0000 0.0000 0.0000 1.0000 0.0000
binomial for x=0.5 y=1: 0.0039 0.0469 0.2109 0.4219 0.3164
oxide-nitride mixture, p as above: 0.7000 0.0000 0.0000 0.0000 0.3000
variance of that mixture = 3.3600
anneal temperature = 1300 K, k_B T = 0.1120 eV
unlike pair costs w = +0.02 eV: 0.2919 0.3564 0.2332 0.0969 0.0216
  variance = 1.0672
unlike pair gains, w = -0.02 eV: 0.1984 0.4624 0.2828 0.0538 0.0027
  variance = 0.6804
linear profile, p from 0.60 to 0: 0.3299 0.3043 0.2275 0.1123 0.0259
  variance of p = 0.0300, variance of k = 1.2000
film thickness = 2.0 nm, density = 2.4 g/cm3
molar mass per Si = 56.086 g/mol
Si density = 2.577e+22 cm^-3
Si areal density of film = 5.154e+15 cm^-2
N areal density of film = 2.062e+15 cm^-2
Si(100) monolayer = 6.781e+14 cm^-2
monolayer / film Si = 13.2 %
share of N bonds ending on H = 5 %
mean k with that hydrogen = 1.1400
verified
```
